# Carbon-13 Dipolar Relaxation by Attached Protons and Stokes–Einstein–Debye Tumbling

**The system.** A $^{13}$C nucleus (spin $\mathbf S$) in a liquid has $n$ directly bonded protons (spins $\mathbf I_k$), all at distance $r$. The molecule is rigid and tumbles isotropically. The one relaxation mechanism considered is the magnetic dipole coupling between the carbon and these protons. In angular-frequency units it reads

$$H=-\sum_{k=1}^{n}\sum_{a,b}d\,D^{(k)}_{ab}S_aI_{kb},\qquad D^{(k)}_{ab}=3u_au_b-\delta_{ab},\qquad d=\frac{\mu_0}{4\pi}\frac{\gamma_C\gamma_H\hbar}{r^3},$$

where $\mathbf u$ is the unit vector along the $k$-th C–H bond and $a,b$ run over the laboratory axes $x,y,z$. The static field is along $z$, and $\omega_C,\omega_H$ are the magnitudes of the Larmor frequencies. Tumbling makes the $D_{ab}$ fluctuate with one correlation time:

$$\langle D_{ab}(t)D_{cd}(t-s)\rangle=\langle D_{ab}D_{cd}\rangle e^{-s/\tau_c}.$$

**Data.** $\gamma_H=2.6752\times10^{8}$ rad s$^{-1}$ T$^{-1}$. The ratio $\gamma_C/\gamma_H$, about 0.25, is set to the model value 0.25145, which gives $\gamma_C=6.7268\times10^{7}$ rad s$^{-1}$ T$^{-1}$; figures beyond the second define the calculation and are not to be read as a measured constant. The bond length is set to $r=0.109$ nm in the same sense; $\tau_c=10$ ps unless stated otherwise; field 9.4 T.

## Part (a)

**Question.** Assume $d\tau_c\ll1$ and $(\omega_H+\omega_C)\tau_c\ll1$ (extreme narrowing). Derive the equation of motion of the spin density matrix, and from it a formula for the rate at which a deviation of $\langle S_z\rangle$ drives its own decay.

**Answer.** In the frame that removes the Larmor precession, the density matrix obeys $\dot\sigma=-i[H(t),\sigma]$. Integrating once and substituting the result back gives

$$\dot\sigma(t)=-i[H(t),\sigma(0)]-\int_0^t[H(t),[H(t-s),\sigma(t-s)]]\,ds .$$

Now average over the tumbling. Since $\langle u_au_b\rangle=\delta_{ab}/3$, we have $\langle D_{ab}\rangle=0$ and the first term vanishes. In the second, the correlation function limits $s$ to a few $\tau_c$. Because $d\tau_c\ll1$, $\sigma$ hardly changes in that time, so $\sigma(t-s)$ may be replaced by $\sigma(t)$, averaged separately from $H$, and the integral extended to infinity.

The precession gives the terms of $H(t-s)$ phase factors whose frequencies do not exceed $\omega_H+\omega_C$. In extreme narrowing these factors stay close to 1 while the correlation lasts, so the time integral is $\int_0^\infty e^{-s/\tau_c}ds=\tau_c$.

This treatment of the surroundings as classical would drive the spins to equal populations. At high temperature the remedy is to let the deviation from thermal equilibrium, $\delta\sigma=\sigma-\sigma_{eq}$, relax instead:

$$\dot\sigma=-\tau_c\langle[H,[H,\delta\sigma]]\rangle .$$

Multiply by $S_z$ and take the trace. Using $\mathrm{Tr}(A[B,C])=\mathrm{Tr}([A,B]C)$ twice moves both commutators onto $S_z$:

$$\frac{d\langle S_z\rangle}{dt}=-\tau_c\,\mathrm{Tr}\big(\langle[H,[H,S_z]]\rangle\,\delta\sigma\big).\tag{1}$$

The self-relaxation rate $R$ is $\tau_c$ times the coefficient of $S_z$ in the averaged double commutator. That coefficient is found by projection:

$$R=\tau_c\frac{\langle\mathrm{Tr}(S_z[H,[H,S_z]])\rangle}{\mathrm{Tr}\,S_z^2}
=\tau_c\frac{\langle\mathrm{Tr}(Q^\dagger Q)\rangle}{\mathrm{Tr}\,S_z^2},\qquad Q=[H,S_z].\tag{2}$$

The last step uses $\mathrm{Tr}(S_z[H,Q])=\mathrm{Tr}([S_z,H]Q)$ and $[S_z,H]=-Q=Q^\dagger$, since the commutator of two Hermitian operators is anti-Hermitian.

## Part (b)

**Question.** Evaluate $R$ for one attached proton, and then for $n$.

**Answer.** Collect the protons into a local-field operator, measured as an angular frequency:

$$H=-\mathbf S\cdot\mathbf b,\qquad b_a=d\sum_{k,b}D^{(k)}_{ab}I_{kb}.$$

Since $[S_x,S_z]=-iS_y$ and $[S_y,S_z]=iS_x$,

$$Q=-[S_xb_x+S_yb_y,\,S_z]=i(S_yb_x-S_xb_y).$$

The component $b_z$ has dropped out: a field along $z$ cannot turn $S_z$. In $\mathrm{Tr}(Q^\dagger Q)$ the mixed terms contain $\mathrm{Tr}(S_xS_y)=0$, while $S_x^2=S_y^2=S_z^2=\tfrac14$. Writing an overbar for the trace over proton states divided by their number,

$$R=\tau_c\big(\langle\overline{b_x^2}\rangle+\langle\overline{b_y^2}\rangle\big).$$

The rate is thus the mean square transverse local field times its memory time.

For one proton, $\overline{I_bI_c}=\delta_{bc}/4$, so $\overline{b_x^2}=\tfrac14d^2\sum_bD_{xb}^2$. The sum is the $xx$ element of the matrix $D^2$. With $\mathbf u\cdot\mathbf u=1$,

$$(D^2)_{ab}=9u_au_b-6u_au_b+\delta_{ab}=3u_au_b+\delta_{ab},$$

and therefore $\sum_b\langle D_{xb}^2\rangle=3\cdot\tfrac13+1=2$. Hence $\langle\overline{b_x^2}\rangle=d^2/2$. The $y$ component gives the same, and $R=d^2\tau_c$.

With several protons, $\overline{b_x^2}$ also contains products from different protons. These vanish, because $\overline{I_{kb}I_{lc}}=\overline{I_{kb}}\;\overline{I_{lc}}=0$ for $k\ne l$. The mean squares add, whatever the angles between the bonds:

$$\boxed{R=\frac1{T_1}=n\,d^2\tau_c}\tag{3}$$

A dipole coupling among the protons would not alter this self-rate: it commutes with $S_z$ and so adds nothing to $Q$. Whether $T_1$ is also the time constant of an observed recovery is a separate matter, taken up next.

## Part (c)

**Question.** For $n=1$, find how the proton polarization enters the carbon equation. What is observed when the protons are kept saturated, $\langle I_z\rangle=0$? What changes for $n\ge2$?

**Answer.** The average over orientations leaves an operator that transforms as the $z$ component of a vector. For two spins ½ the candidates are $S_z$, $I_z$ and $(\mathbf S\times\mathbf I)_z$. Reversing all spins (time reversal) leaves $H$ unchanged and changes the sign of $S_z$, so the double commutator changes sign. The cross product does not, and is excluded. What remains is the coefficient of $I_z$:

$$c=\frac{\langle\mathrm{Tr}([I_z,H]\,Q)\rangle}{\mathrm{Tr}\,I_z^2}.$$

From $[I_z,I_x]=iI_y$ and $[I_z,I_y]=-iI_x$,

$$[I_z,H]=-id\sum_aS_a(D_{ax}I_y-D_{ay}I_x),$$

$$Q=id\sum_b(D_{xb}S_y-D_{yb}S_x)I_b .$$

The prefactors multiply to $(-i)(i)d^2=d^2$. The trace keeps terms in which each spin component meets itself, with value $4\cdot\tfrac14\cdot\tfrac14=\tfrac14$. The $S_y$ terms give $D_{xy}^2-D_{xx}D_{yy}$, and the $S_x$ terms give the same. As $\mathrm{Tr}\,I_z^2=1$,

$$c=\tfrac12d^2\langle D_{xy}^2-D_{xx}D_{yy}\rangle .$$

The averages needed are $\langle u_x^2\rangle=\tfrac13$, $\langle u_x^4\rangle=\tfrac12\int_{-1}^1w^4dw=\tfrac15$ and $\langle u_x^2u_y^2\rangle=\tfrac1{15}$. The last follows from averaging $(u_x^2+u_y^2+u_z^2)^2=1$, which gives $\tfrac35+6\langle u_x^2u_y^2\rangle=1$. Then

$$\langle D_{xy}^2\rangle=\tfrac9{15}=\tfrac35,\qquad\langle D_{xx}D_{yy}\rangle=\tfrac9{15}-3\cdot\tfrac23+1=-\tfrac25,$$

so $c=d^2/2$. Equation (1) becomes

$$\frac{d\langle S_z\rangle}{dt}=-d^2\tau_c\Big[(\langle S_z\rangle-S_{eq})+\tfrac12(\langle I_z\rangle-I_{eq})\Big].$$

If the protons are free, $\langle I_z\rangle$ changes too, and the two polarizations evolve together. If they are saturated, the equation closes:

$$\frac{d\langle S_z\rangle}{dt}=-\frac1{T_1}\Big[\langle S_z\rangle-\big(S_{eq}+\tfrac12I_{eq}\big)\Big].$$

The recovery is one exponential with time constant $T_1=1/(d^2\tau_c)$. It leads to a raised steady value. At high temperature $I_{eq}/S_{eq}=\gamma_H/\gamma_C$, so the carbon signal is multiplied by

$$1+\frac{\gamma_H}{2\gamma_C}=1+\frac1{2(0.25145)}=2.99 .$$

This is the nuclear Overhauser enhancement in extreme narrowing when dipolar relaxation by the bonded proton is the whole of the relaxation. Slower tumbling reduces it: at 9.4 T the same mechanism gives a factor of about 1.45 for $\tau_c=1$ ns and 1.15 for very slow tumbling.

For $n\ge2$ the self-rate remains (3), but the double commutator in general also contains products of three spins. One of them in CH$_2$ is $S_z\,\mathbf I_1\cdot\mathbf I_2$. A decoupling field that rotates both protons alike leaves $\mathbf I_1\cdot\mathbf I_2$ unchanged, so it does not remove this term. For tetrahedral bond angles, and between operators scaled to equal norm, the numerical output gives a link of $-0.38\,d^2\tau_c$, beside a self-rate of $2d^2\tau_c$. The ratio is $-0.19$. To describe a CH$_2$ recovery by one exponential is therefore an approximation that neglects this link. The error is modest: in this model, after inversion of the carbon under proton decoupling, the mean decay rate lies about 2 % below $R$ over a time $1/R$ and about 7 % below over $3/R$ (3 % and 9 % for a rigid CH$_3$). The numerical values below for $n=2,3$ are $1/R$ in this sense.

## Part (d)

**Question.** Calculate $T_1$ for CH, CH$_2$ and CH$_3$ carbons at $\tau_c=10$ ps. How sensitive is the result to $r$?

**Answer.** With $\mu_0/4\pi=1.000\times10^{-7}$ and $\hbar=1.0546\times10^{-34}$ in SI units,

$$d=\frac{(10^{-7})(6.7268\times10^7)(2.6752\times10^8)(1.0546\times10^{-34})}{(1.09\times10^{-10})^3}=1.465\times10^5\ \text{rad s}^{-1}.$$

Then $d^2=2.1475\times10^{10}$ s$^{-2}$, and for one proton

$$\frac1{T_1}=(2.1475\times10^{10})(10^{-11})=0.215\ \text{s}^{-1},\qquad T_1=4.66\ \text{s}\approx4.7\ \text{s}.$$

Dividing by $n$ gives 2.33 s for CH$_2$ and 1.55 s for CH$_3$. The last figure refers to a methyl group held rigidly in the molecule. If the group spins about its own axis, the correlation function of its C–H vectors is in general no longer the single exponential assumed here.

The condition $d\tau_c\ll1$ is well met, since $d\tau_c=1.5\times10^{-6}$. This small number also explains the gap between picoseconds and seconds. During one correlation time the local field turns the spin by an angle of order $d\tau_c$. The turns add as a random walk, so the mean square angle grows as $(d\tau_c)^2(t/\tau_c)=d^2\tau_ct$ and reaches order one at $t\sim1/(d^2\tau_c)$. Faster tumbling makes each turn smaller and lengthens $T_1$.

Since $d^2\propto r^{-6}$, $T_1\propto r^6$. Taking $r=0.110$ nm instead of 0.109 nm raises the CH value to 4.92 s, an increase of 5.6 % for a change of 0.9 % in distance. A second decimal in $T_1$ thus has meaning within the model, for the stated $r$, and not as a prediction for a real molecule.

## Part (e)

**Question.** Remove the assumption of extreme narrowing for $n=1$. Test the short formula at 10 ps and at 1 ns, and find the limit of very slow tumbling.

**Answer.** Each part of $Q$ must now keep its own precession frequency. With $S_\pm=S_x\pm iS_y$ and $b_\pm=b_x\pm ib_y$, the result of part (b) is

$$Q=i(S_yb_x-S_xb_y)=\tfrac12(S_+b_--S_-b_+).$$

Put $g_b=D_{xb}-iD_{yb}$. Then

$$b_-=d\Big[g_zI_z+\tfrac12(g_x-ig_y)I_++\tfrac12(g_x+ig_y)I_-\Big].$$

Multiplied by $S_+$, the three terms oscillate at $\omega_C$, $\omega_H+\omega_C$ and $\omega_H-\omega_C$ in magnitude; both gyromagnetic ratios are positive, so raising both spins adds the frequencies. The coefficients are

$$g_x-ig_y=D_{xx}-D_{yy}-2iD_{xy},\qquad g_x+ig_y=D_{xx}+D_{yy}=-D_{zz},$$

the last because $D$ has zero trace. From $\langle D_{xx}^2\rangle=\tfrac95-2+1=\tfrac45$ and the averages of part (c),

$$\langle|g_z|^2\rangle=\tfrac35+\tfrac35=\tfrac65,$$

$$\langle|g_x-ig_y|^2\rangle=2\cdot\tfrac45+2\cdot\tfrac25+4\cdot\tfrac35=\tfrac{24}5,\qquad\langle|g_x+ig_y|^2\rangle=\tfrac45 .$$

The spin factors are $\overline{I_z^2}=\tfrac14$ and $\tfrac14\overline{I_-I_+}=\tfrac14\overline{I_+I_-}=\tfrac18$. The weights are therefore $\tfrac3{10}$, $\tfrac6{10}$ and $\tfrac1{10}$, whose sum is 1 as part (b) requires. The $S_-$ half of $Q$ has the same weights and opposite frequencies, so the imaginary parts of the time integrals cancel. The real part is

$$j(\omega)=\int_0^\infty e^{-s/\tau_c}\cos\omega s\,ds=\frac{\tau_c}{1+\omega^2\tau_c^2},$$

and

$$\frac1{T_1}=\frac{d^2}{10}\big[j(\omega_H-\omega_C)+3j(\omega_C)+6j(\omega_H+\omega_C)\big].\tag{4}$$

At 9.4 T the proton and carbon frequencies are 400.2 and 100.6 MHz. For 10 ps the largest product is $(\omega_H+\omega_C)\tau_c=0.03$. The full rate is 0.9994 of the short one, and $T_1$ changes by less than 0.1 %. At 1 ns the same product is about 3. The full rate is then 0.29 of the short one: $T_1$ is 0.16 s, while (3) would give 0.047 s.

When $\omega\tau_c\gg1$ for all three frequencies, $j(\omega)\to1/(\omega^2\tau_c)$ and

$$\frac1{T_1}\to\frac{d^2}{10\tau_c}\left[\frac1{(\omega_H-\omega_C)^2}+\frac3{\omega_C^2}+\frac6{(\omega_H+\omega_C)^2}\right].$$

Now slower tumbling lengthens $T_1$, because the local field has little strength left at the frequencies that can exchange energy with the spins. Between the two limits $T_1$ passes through a minimum, so a measured $T_1$ alone can correspond to two values of $\tau_c$. The derivation given here assumes $d\tau_c\ll1$ in this limit too.

## Part (f)

**Question.** Model the molecule as a sphere of radius $a$ in a liquid of viscosity $\eta$ that sticks to its surface. Derive $\tau_c$ and the resulting $T_1$ in extreme narrowing.

**Answer.** Let the sphere turn slowly at angular velocity $\Omega$ about $z$. The flow

$$\mathbf v=\Omega\frac{a^3}{\rho^3}(-y,x,0),\qquad \rho=|\mathbf r|,$$

matches the rigid rotation at $\rho=a$ and dies away at large distance. Its components are proportional to $\partial_y(1/\rho)$ and $-\partial_x(1/\rho)$. They therefore satisfy Laplace's equation, and their divergence is zero. With constant pressure this solves the equations of slow viscous flow.

The azimuthal speed is $v_\phi=\Omega a^3\sin\theta/\rho^2$, and the shear stress at the surface is

$$\eta\,\rho\,\frac{\partial}{\partial\rho}\left(\frac{v_\phi}{\rho}\right)\bigg|_{\rho=a}=-3\eta\Omega\sin\theta .$$

The minus sign shows that the liquid opposes the rotation. With lever arm $a\sin\theta$ and ring area $2\pi a^2\sin\theta\,d\theta$, the torque has magnitude

$$6\pi\eta a^3\Omega\int_0^\pi\sin^3\theta\,d\theta=6\pi\eta a^3\Omega\cdot\tfrac43=8\pi\eta a^3\Omega ,$$

so the friction coefficient is $\zeta=8\pi\eta a^3$.

Assume that friction is strong enough for the molecule to lose its angular velocity long before its orientation has changed appreciably. The rotation is then diffusive. To relate friction to diffusion, imagine a weak potential $U(\phi)$ for rotation about an axis. In equilibrium the diffusive flux $-D_rp'$ and the drift flux $-pU'/\zeta$ cancel. With $p\propto e^{-U/kT}$ we have $p'=-pU'/kT$, hence $D_r=kT/\zeta$.

The orientation of a bond spreads by diffusion on the unit sphere. For any fixed unit vector $\mathbf e$, $\sum e_ae_bD_{ab}=3w^2-1$ with $w=\mathbf e\cdot\mathbf u$, and these combinations determine all $D_{ab}$. The diffusion operator acts on this function as

$$D_r\frac{d}{dw}\left[(1-w^2)\frac{d}{dw}(3w^2-1)\right]=D_r\frac{d}{dw}(6w-6w^3)=-6D_r(3w^2-1).$$

The correlations thus decay at the rate $6D_r$. With $V=\tfrac43\pi a^3$,

$$\tau_c=\frac1{6D_r}=\frac{4\pi\eta a^3}{3kT}=\frac{\eta V}{kT},\qquad \frac1{T_1}=n\,d^2\frac{\eta V}{kT}.\tag{5}$$

This is the Stokes–Einstein–Debye relation. It predicts that warming the liquid lengthens $T_1$ through both the factor $T$ and a falling viscosity.

## Part (g)

**Question.** Take $\eta=1.0$ mPa s and $T=300$ K. Is $\tau_c=10$ ps reasonable for a small molecule in this model? Discuss what the comparison can establish.

**Answer.** Here $kT=4.142\times10^{-21}$ J. For $a=0.25$ nm,

$$\tau_c=\frac{4\pi(1.0\times10^{-3})(0.25\times10^{-9})^3}{3(4.142\times10^{-21})}=1.58\times10^{-11}\ \text{s}.$$

Repeating this for two other radii gives:

| $a$ (nm) | $\tau_c$ (ps) | CH $T_1$ (s) |
|---|---|---|
| 0.20 | 8.1 | 5.8 |
| 0.25 | 15.8 | 2.9 |
| 0.30 | 27.3 | 1.7 |

The assumed 10 ps lies between the first two rows. Inverting (5) gives the volume that yields it:

$$V=\frac{kT\tau_c}{\eta}=\frac{(4.142\times10^{-21})(10^{-11})}{10^{-3}}=4.14\times10^{-29}\ \text{m}^3=0.0414\ \text{nm}^3,$$

or $a=0.215$ nm. That is about twice the C–H distance, so at this viscosity 10 ps belongs to a very small sphere. A sphere of radius 0.25 nm would tumble in 10 ps if the viscosity were 0.63 mPa s. Within the stick model the order of magnitude is reasonable, although small compact molecules in neat liquids often tumble several times, in some cases more than ten times, faster than the stick value. The cube of the radius also makes a close prediction of $T_1$ impossible without a well-defined $a$: going from 0.20 to 0.30 nm shortens $T_1$ by a factor of 3.4.

Two assumptions limit what a measured $T_1$ would say about the model. First, the liquid may not stick. For a perfectly smooth sphere that exerts no tangential stress, the liquid can remain at rest while the sphere turns, and the viscous torque is zero. The sphere would then rotate freely, and $\tau_c=1/(6D_r)$ would no longer apply. Between these extremes, as long as friction is strong enough to keep the rotation diffusive, weaker friction than stick makes $\tau_c$ shorter and $T_1$ longer than (5). Second, if other mechanisms add independently to the carbon rate, then $1/T_1$ exceeds $nd^2\tau_c$, and the value $1/(nd^2T_1)$ overestimates $\tau_c$. Agreement with (5) for one molecule could hide a cancellation of these two effects. Measuring $T_1$ at several viscosities and temperatures, and checking whether $1/T_1$ is proportional to $\eta/T$, tests the $\eta/T$ dependence of (5) without needing a value for $a$. It does not test the stick prefactor, since diffusive rotation with friction reduced by a constant factor would show the same proportionality.

## Numbers as computed

```
gamma_H = 2.67522e+08 rad/(s T)
gamma_C/gamma_H (input) = 0.25145
gamma_C = 6.7268e+07 rad/(s T)
C-H distance r (input) = 0.109 nm
tau_c (input) = 10.0 ps
d = 1.4654e+05 rad/s
d/(2 pi) = 23.32 kHz
d^2 = 2.1475e+10 s^-2
d tau_c = 1.47e-06
n=1: self-rate from matrices = 1.000000 d^2 tau_c
n=1: 1/T1 = 0.2148 s^-1, T1 = 4.657 s
n=2: self-rate from matrices = 2.000000 d^2 tau_c
n=2: 1/T1 = 0.4295 s^-1, T1 = 2.328 s
n=3: self-rate from matrices = 3.000000 d^2 tau_c
n=3: 1/T1 = 0.6443 s^-1, T1 = 1.552 s
cross-relaxation per proton = 0.500000 d^2 tau_c
CH steady signal, protons saturated = 2.988 x equilibrium
CH2 link to C-H-H order = -0.3849 d^2 tau_c
CH2 link / self-rate = -0.1925
T1 of CH with r = 0.110 nm: 4.919 s
field (input) = 9.4 T
proton frequency = 400.2 MHz
carbon frequency = 100.6 MHz
(omega_H+omega_C) tau_c at 10 ps = 0.0315
10 ps: full rate / (d^2 tau_c) = 0.99936
10 ps: CH T1 full = 4.6595 s, short = 4.6565 s
1 ns: full rate / (d^2 tau_c) = 0.29135
1 ns: CH T1 full = 0.1598 s, short = 0.0466 s
rank-2 decay rate on grid = 6.0000 D_r
friction torque/(eta a^3 Omega) = 25.1327, 8 pi = 25.1327
viscosity (input) = 1.0 mPa s
temperature (input) = 300 K
k T = 4.1419e-21 J
a = 0.20 nm: tau_c = 8.09 ps, CH T1 = 5.76 s
a = 0.25 nm: tau_c = 15.80 ps, CH T1 = 2.95 s
a = 0.30 nm: tau_c = 27.31 ps, CH T1 = 1.71 s
sphere volume for 10 ps = 0.0414 nm^3
sphere radius for 10 ps = 0.2146 nm
viscosity for 10 ps at a = 0.25 nm: 0.633 mPa s
```
